# Conservative Flux Limiting for Oxygen Scavenging in a Gate Stack

## The form of the limiter

Suppose that during one time step an exchange process demands an amount $D$ of oxygen per unit area from a layer that can give or accept at most $R$. The permitted amount has the same dimension as $D$ and $R$. If it depends on these two alone, it must have the form $D\,\rho(R/D)$, where $\rho$ is a dimensionless function. Three requirements restrict $\rho(z)$. The room may not be exceeded, so $\rho(z)\le z$. The demand may not be amplified, so $\rho\le1$. A demand that fits must pass unchanged, so $\rho=1$ for $z\ge1$. For $z<1$ these leave a choice. We take the largest function allowed, which reduces the exchange least, and write it with both arguments:

$$\rho(R,D)=\min(1,R/D),\qquad \rho(R,0)=1. \tag{1}$$

A second restriction comes from conservation. Oxygen that leaves one layer enters its neighbour, so the factor must multiply the exchanged amount, which both layers share. Correcting one inventory alone would create or destroy oxygen.

## Inventories and rate laws

The stack consists of a gate metal, a high-permittivity oxide and a silica interlayer on silicon. It is closed and isothermal, and each layer is described by one number. The units are nm, s and O atoms per nm².

- $m$ is the oxygen dissolved in the metal, with $0\le m\le M$.
- $v$ is the number of oxygen vacancies in the high-permittivity oxide, with $0\le v\le V$.
- $s\ge0$ is the oxygen in the silica, whose thickness is $s/n$, with $n$ the oxygen density of silica.

Let $F$ be the flux from oxide to metal and $G$ the flux from silica to oxide. An atom passing to the metal leaves a vacancy, and an atom arriving from the silica fills one:

$$\dot m=F,\qquad \dot v=F-G,\qquad \dot s=-G. \tag{2}$$

Hence $\dot m-\dot v+\dot s=F-(F-G)-G=0$, and $C=m-v+s$ is constant. Vacancies enter with a minus sign because they count missing oxygen.

Write $a=m/M$ and $b=v/V$. The transfer to the metal needs an occupied oxide site and an empty metal site; the reverse needs a vacancy and a dissolved atom. For ideal lattice gases, mass action gives

$$F=k_g\left[(1-a)(1-b)-\frac{ab}{K_g}\right]. \tag{3}$$

Silica and silicon are separate pure phases of unit activity. The silica flux therefore depends on the vacancies but not on the silica thickness:

$$G=k_s\left[b-\frac{1-b}{K_s}\right]. \tag{4}$$

Silicon is assumed to be available for regrowth whenever $G<0$.

The metal and vacancy bounds are respected by these laws. At $a=1$, $F=-k_gb/K_g\le0$; at $a=0$, $F=k_g(1-b)\ge0$. At $b=1$, $F\le0$ and $G=k_s>0$, so $\dot v<0$; at $b=0$, $F\ge0$ and $G=-k_s/K_s<0$, so $\dot v>0$.

The silica bound is different, because $G$ can be positive at $s=0$. Equation (4) presupposes that silica is present. Without it, dissolution stops but regrowth remains possible, so the phase condition is

$$G\ \to\ \min(G,0)\quad\text{at } s=0. \tag{5}$$

Negative thickness is thus first of all a sign that (5) is missing, and a smaller time step does not supply it.

## Equilibrium and the critical metal thickness

With $h(x)=x\ln x+(1-x)\ln(1-x)$, the free energy per area in units of $kT$, up to a constant, is

$$\Phi=M h(a)+V h(b)-m\ln K_g+s\ln K_s. \tag{6}$$

Since $h'(x)=\ln[x/(1-x)]$, its partial derivatives are $\Phi_m=\ln\frac{a}{1-a}-\ln K_g$, $\Phi_v=\ln\frac{b}{1-b}$ and $\Phi_s=\ln K_s$. Inserting (2),

$$\dot\Phi=F(\Phi_m+\Phi_v)-G(\Phi_v+\Phi_s)
=-F\ln\frac{K_g(1-a)(1-b)}{ab}-G\ln\frac{K_sb}{1-b}. \tag{7}$$

Each logarithm is that of the forward rate divided by the reverse rate, and so has the sign of its flux. Both terms are therefore non-positive. Condition (5) merely removes the second term when it applies.

Eliminating $s=C-m+v$ leaves a function of $m$ and $v$ with second derivatives $1/[Ma(1-a)]$ and $1/[Vb(1-b)]$ and no mixed derivative. It is strictly convex, so it has one minimum on the convex region $s\ge0$. The minimum is the stationary state: either $F=G=0$, or $s=0$ with $F=0$ and $G\ge0$. In the second case, moving along the boundary $s=0$ changes $m$ and $v$ equally, which gives $\Phi_m+\Phi_v=0$, or $F=0$. Moving inward must not lower $\Phi$, which gives $\Phi_v+\Phi_s\ge0$, or $G\ge0$.

If silica survives, $G=0$ gives $K_sb=1-b$. Then $F=0$ gives $(1-a)/a=b/[K_g(1-b)]=1/(K_gK_s)$. Thus

$$b_*=\frac1{1+K_s},\qquad a_*=\frac{K_gK_s}{1+K_gK_s},\qquad s_*=C-Ma_*+Vb_*. \tag{8}$$

This state is admissible if $s_*\ge0$. If $s_*<0$, the silica is consumed, and the final state follows from $F=0$ with $v=m-C$. For a metal of thickness $L$ that can dissolve $c$ atoms per volume, $M=cL$, and the boundary between the two cases is

$$L_c=\frac{C+Vb_*}{c\,a_*}. \tag{9}$$

## The limited step

For a step $\tau$, let $A=\tau F$ and $B=\tau G$ be the unrestricted exchanges. Write $x^+=\max(x,0)$ and $x^-=\max(-x,0)$. The vacancy inventory takes part in both exchanges, so its room must be shared:

$$\rho_c=\rho(V-v,\;A^++B^-),\qquad \rho_r=\rho(v,\;A^-+B^+). \tag{10}$$

The first ratio limits creation of vacancies, the second their removal. The factors for the two exchanges are

$$\alpha=\begin{cases}\min[\rho(M-m,A^+),\rho_c],&A>0\\ \min[\rho(m,A^-),\rho_r],&A<0\end{cases}
\qquad
\beta=\begin{cases}\min[\rho(s,B^+),\rho_r],&B>0\\ \rho_c,&B<0\end{cases} \tag{11}$$

and a factor is irrelevant when its exchange vanishes. The update is

$$m'=m+\alpha A,\qquad v'=v+\alpha A-\beta B,\qquad s'=s-\beta B. \tag{12}$$

**Bounds.** For the vacancies, dropping the terms that lower $v'$ gives

$$v'\le v+\alpha A^++\beta B^-\le v+\rho_c(A^++B^-)\le v+(V-v)=V.$$

Dropping the terms that raise it gives $v'\ge v-\rho_r(A^-+B^+)\ge0$. The metal and silica each have one exchange, and (1) bounds it directly. No restriction on $\tau$ was used.

**Conservation.** In $m'-v'+s'$ the terms $\alpha A$ cancel, and so do the terms $\beta B$.

The limiter is cautious: it gives no credit for an opposing exchange that would make room during the same step. This can cost accuracy at large $\tau$, but not admissibility. In floating-point arithmetic, a room that is negative by rounding is set to zero.

**Fixed points.** A state unchanged by (12) has $\alpha A=\beta B=0$. A factor vanishes only if some room is zero. If $A>0$ and $\alpha=0$, then $m=M$ or $v=V$, where $F\le0$: a contradiction. If $A<0$ and $\alpha=0$, then $m=0$ or $v=0$, where $F\ge0$: again a contradiction. So $F=0$. The same reasoning excludes a blocked $B$ at $v=0$ or $v=V$ and leaves $s=0$ with $G>0$, which is the phase condition. The fixed points are thus the true equilibria for every $\tau>0$. This does not show that iterations with large $\tau$ converge to them.

## When the limiter is idle

For non-negative $x$ and $y$, $(x-y)^+\le x$ and $(x-y)^-\le y$. Applied to (3) and (4), this bounds each demand by a multiple of its room:

$$A^+\le\frac{\tau k_g}{M}(M-m),\qquad A^-\le\frac{\tau k_g}{MK_g}m,$$

$$A^++B^-\le\frac{\tau}{V}\left(k_g+\frac{k_s}{K_s}\right)(V-v),\qquad
A^-+B^+\le\frac{\tau}{V}\left(k_s+\frac{k_g}{K_g}\right)v.$$

All metal and vacancy ratios therefore equal one if

$$\tau\le\min\left[\frac{M}{k_g},\frac{MK_g}{k_g},\frac{V}{k_g+k_s/K_s},\frac{V}{k_s+k_g/K_g}\right]. \tag{13}$$

The last entry cannot be improved for all states: at $a=b=1$ the removal demand equals $\tau(k_s+k_g/K_g)$ while the room is $V$. Under (13) the silica limit alone can act, and the amount dissolved is $\min(\tau G,s)$ when $G>0$. This is the discrete form of (5).

## Second order through an exhaustion event

Let $E$ denote the limited step (12). The limited Heun method is

$$y_1=E(y),\qquad y_2=E(y_1),\qquad y'=\tfrac12(y+y_2). \tag{14}$$

The average of two admissible states with equal $C$ is admissible and has the same $C$.

The fixed-point property of (12) does not carry over to (14) for every $\tau$. If (12) alternates between two states, then $y_2=y$, and (14) stands still although neither state is an equilibrium. With the 3 nm metal of the example below and steps of 3 s, (14), started from the initial state given there, comes to rest at $s=8.66$ nm⁻² instead of the equilibrium value 8.88 nm⁻². There $F$ and $G$ are not zero, so a standstill reached with large steps should be checked by evaluating the fluxes, with (5) applied if the silica is exhausted.

Where no limit acts and $\dot y=f(y)$,

$$y'=y+\tfrac{\tau}{2}\left[f(y)+f(y+\tau f)\right]=y+\tau f+\tfrac{\tau^2}{2}f'f+O(\tau^3),$$

which agrees with the Taylor series of the solution through $\tau^2$. The local error is $O(\tau^3)$ and the global error $O(\tau^2)$.

At exhaustion the right-hand side jumps. Assume that $G$ is positive there and stays above a positive constant until the observation time. Once the second stage empties the silica, $s_2=0$ and (14) gives $s'=s/2$. This first happens when $s\le\tau[G(y)+G(y_1)]$, hence when $s=O(\tau)$. For small $\tau$ it recurs in the following steps, because $s$ halves while $G$ changes little per step. After $k$ such steps the false residue is $O(\tau2^{-k})$.

Its effect on the metal follows from conservation. Since $v=m-C+s$, the metal obeys $\dot m=F(m,\,m-C+s)$, so an error in $s$ reaches $m$ only through $F$. With a constant $c_1$ independent of $\tau$, the residue adds at most

$$\sum_{k=0}^{\infty}\tau\,c_1\,\tau\,2^{-k}=2c_1\tau^2. \tag{15}$$

The true exhaustion lies within $O(\tau)$ of the first limited step, so a bounded number of steps straddle the mismatch, each adding $O(\tau^2)$. All other steps have the usual $O(\tau^3)$ local error. Smoothness of $F$ amplifies the accumulated error by no more than a fixed factor over a fixed time. Hence $m$ is second-order accurate at a fixed time after exhaustion. So is $v$, because the residue has by then decayed. Near the event, $s$ itself is only first-order accurate. The argument does not cover the case in which $G$ vanishes at exhaustion, where the exhaustion time is ill-conditioned. This alone does not imply a loss of order; that case needs its own estimate.

## Worked example

The parameters are round model values: $n=44$ nm⁻³, $c=12$ nm⁻³, $V=6$ nm⁻², $k_g=2$ and $k_s=3$ nm⁻² s⁻¹, $K_g=2$, $K_s=20$. The silica is initially 1 nm thick, so $s=44$ nm⁻². The metal is empty, and the oxide starts in equilibrium with silica at $v=Vb_*=6/21=0.2857$ nm⁻². Then $C=43.7143$ nm⁻².

Equation (8) gives $a_*=40/41=0.9756$, and (9) gives

$$L_c=\frac{43.7143+0.2857}{12\times0.9756}\ \text{nm}=3.758\ \text{nm}\quad(71.02\ \text{bohr}).$$

The oxide drops out of this balance because its vacancy content starts and ends at $Vb_*$. For $L<L_c$ the remaining thickness is $(1-L/L_c)$ times the initial one. A 3 nm metal leaves 0.202 nm, and the long integration reaches this value. These figures belong to the model, not to a particular stack. Only $n$ is taken from a real material. $K_s=20$ and $K_gK_s=40$ correspond to exchange free energies of just 3.0 and 3.7 $kT$ per atom, whereas a difference of 1 eV at 1000 K would give a constant near $10^5$. $V$ is an assumed capacity, well below the number of oxygen sites in a real oxide film. The ideal lattice gas, used here up to $a\approx0.98$, ignores interactions between dissolved atoms and the charge of vacancies. Neither $L_c$ nor the times below should be read as predictions for a device.

A 5 nm metal has $M=60$ nm⁻² and consumes the layer. The entries of (13) are 30, 60, 2.79 and 1.5 s, so the vacancies set the limit. Limited Heun steps of 0.1 s give:

| $t$ (s) | $m$ (nm⁻²) | $v$ (nm⁻²) | silica (nm) |
|---|---|---|---|
| 0 | 0.00 | 0.286 | 1.000 |
| 20 | 20.20 | 1.877 | 0.577 |
| 40 | 33.63 | 1.374 | 0.260 |
| 60 | 42.64 | 1.006 | 0.047 |
| 80 | 45.94 | 2.223 | 0.000 |
| 120 | 45.99 | 2.272 | 0.000 |

The vacancy content first rises, then falls, then rises again. The parameters give $F=2(1-a)-b(2-a)$ and $G=3.15b-0.15$. At fixed $a$, $v$ relaxes in $6/(5.15-a)$ s, little more than a second, while the metal fills over tens of seconds. After the initial rise, $F\approx G$, so

$$b\approx\frac{2.15-2a}{5.15-a}.$$

This falls as the metal fills, since the numerator of its derivative is $-2(5.15-a)+(2.15-2a)=-8.15$. At 20 s, $a=0.337$ gives $v\approx1.84$ nm⁻², about 2% below the integrated value. At 65.85 s the silica is exhausted with $G=0.333$ nm⁻² s⁻¹ still positive. The metal then draws on the oxide without replacement, and $v$ climbs to 2.272 nm⁻².

**Measured orders.** The reference locates the exhaustion time and then integrates the reduced equation for $m$. Errors are compared 5 s after exhaustion, taking the worst of eight neighbouring step counts. From about 400 to 6400 steps, the error in $m$ falls from $2.1\times10^{-2}$ to $1.3\times10^{-3}$ nm⁻² for limited Euler, and from $5.9\times10^{-4}$ to $2.2\times10^{-6}$ nm⁻² for limited Heun. The fitted orders are 1.00 and 2.01. The largest Heun error in $s$ over the whole run has fitted order 0.96, consistent with the first-order residue. At 400 steps it is 0.026 nm⁻², or $0.026/44=6\times10^{-4}$ nm of silica.

**Two faulty treatments.** Without a limiter, the 5 nm case settles at the inadmissible root of (8),

$$s_*=44-60\times0.9756=-14.54\ \text{nm}^{-2},$$

a thickness of $-0.330$ nm. Setting negative $s$ to zero without correcting $v$ hides the sign but lets the absent silica go on filling vacancies. The run ends with $F=G=0$ and $s=0$, having created 14.54 nm⁻² of oxygen, a third of the initial silica inventory. Steps of 0.1 and 0.05 s give the same amount to the printed digits: the clipped method approaches the wrong final state.

**A saturated film.** For a 0.2 nm metal, $M=2.4$ nm⁻², and the first entry of (13) falls to 1.2 s. A step of 1.4 s demands $1.4\times2\times(1-0.0476)=2.667$ nm⁻², which would supersaturate the metal. The vacancy room, $6-0.286=5.714$ nm⁻², is sufficient, so the metal ratio decides: $\alpha=2.4/2.667=0.90$, and the step ends at 2.4 nm⁻². This is admissible but not accurate: it exceeds even the equilibrium content with silica, $0.9756\times2.4=2.34$ nm⁻², which the exact solution cannot pass. Indeed, the solution starts with $a\le a_*$ and $b\ge b_*$ and stays there, because $\dot v=F\ge0$ at $b=b_*$ and $F\le0$ at $a=a_*$. The equilibrium content is only an upper bound on the exact value after 1.4 s, so the error of the step is larger than the difference from it. The limiter secures the bounds; accuracy still requires a step that resolves the exchange.

In 4000 random trials with widely varied parameters and steps, the unlimited step left the admissible region 2673 times. The limited methods stayed within it to rounding error. The numerical output lists the remaining values.

The lumped description omits concentration gradients within the layers and any new phase formed where the high-permittivity oxide meets bare silicon. If diffusion across a layer is slower than the interface exchanges, that layer needs several inventories. The same limiter then applies to each exchange between neighbours, with the room of every inventory shared among all exchanges that draw on it.

## Computed values

```
O density in silica: 44 nm^-3; soluble O in metal: 12 nm^-3
initial silica thickness: 1.0 nm; initial s: 44.0 nm^-2
vacancy capacity V: 6.0 nm^-2; initial v: 0.2857 nm^-2
rate constants kg, ks: 2.0, 3.0 nm^-2 s^-1
equilibrium constants Kg, Ks: 2, 20 (no unit)
metal capacity M, 5 nm and 3 nm: 60, 36 nm^-2
conserved C: 43.7143 nm^-2
equilibrium fractions with silica a*, b*: 0.9756, 0.0476
critical metal thickness: 3.7583 nm = 71.02 bohr
silica left at 0.97 and 1.03 of critical: 0.0300, 0.0000 nm
step bound for idle metal and vacancy limits: 1.500 s
its four terms: 30.00, 60.00, 2.791, 1.500 s
5 nm metal, limited Heun, step 0.1 s: t (s), m, v (nm^-2), thickness (nm)
     0    0.0000   0.2857   1.0000
    20   20.1952   1.8767   0.5772
    40   33.6315   1.3735   0.2604
    60   42.6425   1.0055   0.0472
    80   45.9368   2.2225   0.0000
   120   45.9863   2.2721   0.0000
largest error in m at these times: 3.2e-05 nm^-2
exhaustion time (reference): 65.8489 s
m, v at exhaustion: 44.6347, 0.9204 nm^-2; G there: 0.3332 nm^-2 s^-1
final m, v, 5 nm metal: 45.9864, 2.2721 nm^-2
final m, v, 3 nm metal: 35.1220, 0.2857 nm^-2
final silica thickness, 3 nm metal: 0.2018 nm
convergence check time: 70.8489 s
steps, worst errors (nm^-2): m Euler, m Heun, s Heun over whole run
    400 2.122e-02 5.852e-04 2.623e-02
    800 1.063e-02 1.460e-04 1.395e-02
   1600 5.315e-03 3.574e-05 7.282e-03
   3200 2.659e-03 8.819e-06 3.606e-03
   6400 1.330e-03 2.213e-06 1.827e-03
fitted orders: 0.999, 2.014, 0.964 (no unit)
no limiter, final thickness, 5 nm metal: -0.3304 nm
clipping, created O at steps 0.1 and 0.05 s: 14.5366, 14.5366 nm^-2
thin metal 0.2 nm, step 1.4 s, capacity: 2.400 nm^-2
thin metal m after one step, unlimited and limited: 2.667, 2.400 nm^-2
random trials: 4000; unlimited step out of bounds in: 2673
worst limited bound excess, balance error: 1.8e-15, 2.8e-14 nm^-2
```
